\section*{Second-harmonic polarimetry of a 4mm ferroelectric with in-plane polar axis, part 2}

Infrared light falls on a ferroelectric film whose polar axis lies in the film plane. A detector behind an analyzer records light at twice the laser frequency as the pump polarization turns. What does this curve say about the polar axis and the nonlinear coefficients? The source inside the film is known; propagation through the film and a beam that is not quite normal remain to be treated.

The film is a single transparent domain of symmetry $4mm$, with a bulk electric-dipole response and negligible pump depletion. Real fields are $\mathrm{Re}\,[Ee^{-i\omega t}]$ at the pump frequency and $\mathrm{Re}\,[Pe^{-2i\omega t}]$ for the source. The unit vector $\mathbf e_3$ lies along the polar axis, $\mathbf t$ is the in-plane direction perpendicular to it, and $\mathbf n$ is the film normal, pointing along the beam. Depth $x$ is measured along $\mathbf n$. For a general field $\mathbf E=E_3\mathbf e_3+\mathbf E_\perp$,
\begin{equation}
\frac{\mathbf P}{\varepsilon_0}
=\left[d_{33}E_3^2+d_{31}\mathbf E_\perp\!\cdot\mathbf E_\perp\right]\mathbf e_3
+2d_{15}E_3\mathbf E_\perp .
\label{again}
\end{equation}
The dot product contains no complex conjugation. At normal incidence, with the pump polarized at $\phi$ to $\mathbf e_3$, the source formulas along $\mathbf e_3$ ($\parallel$) and $\mathbf t$ ($\perp$) are
\begin{equation}
\frac{P_\parallel}{\varepsilon_0E^2}=d_{33}\cos^2\phi+d_{31}\sin^2\phi,
\qquad
\frac{P_\perp}{\varepsilon_0E^2}=d_{15}\sin2\phi .
\end{equation}
If $d_{33}$ and $d_{31}$ have opposite signs, $P_\parallel$ has a zero. The sign of $d_{15}$ relative to the other two is found from the interference of the two components behind an analyzer at $45^\circ$ to $\mathbf e_3$.

The co-polarized formula of the first half, for an analyzer parallel to the pump polarization, is
\begin{align}
D_p&=\cos\phi(d_{33}\cos^2\phi+d_{31}\sin^2\phi)
+\sin\phi(2d_{15}\sin\phi\cos\phi)\nonumber\\
&=\cos\phi\left[d_{33}\cos^2\phi+(d_{31}+2d_{15})\sin^2\phi\right].
\label{copolar}
\end{align}

Laboratory axes $Z$ and $Y$ lie along the original $\mathbf e_3$ and $\mathbf t$. A domain whose polar axis has turned by $90^\circ$ within the film has the source
\begin{align}
P_Y&=\varepsilon_0E^2(d_{33}\sin^2\phi+d_{31}\cos^2\phi),\\
P_Z&=\varepsilon_0E^2d_{15}\sin2\phi .
\end{align}

The example uses $d_{33},d_{31},d_{15}=7,16,17$ pm/V, rough values for tetragonal barium titanate.

\subsection{The pump inside the film}

Let the film occupy $0<x<L$, with air before it and a thick transparent substrate behind it. The substrate is optically isotropic and has an inversion centre, so it adds no bulk dipole signal. Reflection from its far face is ignored.

The film is birefringent. A field along $\mathbf e_3$ sees the extraordinary index $n_e$, and a field along $\mathbf t$ sees the ordinary index $n_o$. Since both directions are principal axes, the two fields do not mix. At the pump frequency let $k_0=\omega/c$, let $k=nk_0$ in the film for either polarization, and let $k_s=n_sk_0$ in the substrate. For unit incident amplitude the film field has the form
\begin{equation}
e(x)=A(e^{ikx}+qe^{-ikx}).
\end{equation}
The field and its derivative are continuous at each face, the latter because the tangential magnetic field is continuous. At $x=L$ the substrate carries a wave moving away, so $e'=ik_se$. This gives
\begin{equation}
k(e^{ikL}-qe^{-ikL})=k_s(e^{ikL}+qe^{-ikL})
\quad\Rightarrow\quad
q=e^{2ikL}\frac{k-k_s}{k+k_s}.
\end{equation}
At $x=0$ the incident and reflected waves give $e=1+r$ and $e'=ik_0(1-r)$. Eliminating $r$ gives $e'+ik_0e=2ik_0$, and hence
\begin{equation}
A=\frac{2k_0}{(k+k_0)-(k-k_0)q}.
\end{equation}
Call the resulting fields $e_e$ and $e_o$. With incident amplitude $E_0$ in air, the film contains $E_3=E_0\cos\phi\,e_e(x)$ and $E_t=E_0\sin\phi\,e_o(x)$. The sources become
\begin{align}
\frac{P_\parallel}{\varepsilon_0}
&=E_0^2(d_{33}\cos^2\phi\,e_e^2+d_{31}\sin^2\phi\,e_o^2),\\
\frac{P_\perp}{\varepsilon_0}
&=E_0^2d_{15}\sin2\phi\,e_ee_o .
\end{align}

\subsection{The emitted wave}

At the second-harmonic frequency write $K_0=2\omega/c$, $K=nK_0$ and $K_s=n_sK_0$, with the indices taken at $2\omega$. For a transverse field that depends on $x$, Maxwell's equations reduce to
\begin{equation}
E''+K^2E=-K_0^2\frac{P}{\varepsilon_0}.
\end{equation}
No second-harmonic wave arrives from outside, so $E'(0)=-iK_0E(0)$ and $E'(L)=iK_sE(L)$.

We can find $E(L)$ without constructing the whole field. Let $u(x)$ be the film field at $2\omega$ when a unit wave arrives from the substrate and there is no nonlinear source. Then $u''+K^2u=0$. At the air face the wave leaves toward negative $x$, so $u'(0)=-iK_0u(0)$. In the substrate,
\begin{equation}
u=e^{-iK_s(x-L)}+\rho e^{iK_s(x-L)}
\quad\Rightarrow\quad
u'(L)-iK_su(L)=-2iK_s .
\end{equation}
Multiply the equation for $E$ by $u$, subtract $E$ times the equation for $u$, and integrate:
\begin{equation}
\left[uE'-Eu'\right]_0^L=-K_0^2\int_0^L u\frac P{\varepsilon_0}\,dx .
\end{equation}
At $x=0$ the two terms cancel. At $x=L$ they give $E(L)(iK_su-u')=2iK_sE(L)$. Therefore
\begin{equation}
E(L)=\frac{iK_0^2}{2K_s}\int_0^L u\frac P{\varepsilon_0}\,dx .
\end{equation}
The function $u$ weights each depth by how well it radiates into the substrate. Define three complex lengths,
\begin{equation}
F_{33}=\!\int_0^L\! e_e^2u_e\,dx,\quad
F_{31}=\!\int_0^L\! e_o^2u_e\,dx,\quad
F_{15}=\!\int_0^L\! e_ee_ou_o\,dx .
\end{equation}
The emitted amplitudes are then
\begin{align}
E_\parallel&=\frac{iK_0^2E_0^2}{2K_s}
(d_{33}F_{33}\cos^2\phi+d_{31}F_{31}\sin^2\phi),\\
E_\perp&=\frac{iK_0^2E_0^2}{2K_s}d_{15}F_{15}\sin2\phi .
\end{align}
The angular forms survive propagation, but their coefficients $d_{ij}F_{ij}$ may be complex. A relative phase between the two parallel terms can fill in a zero predicted by the source formula. A relative phase between $E_\parallel$ and $E_\perp$ multiplies their interference term by its cosine. This weakens the interference used to find the sign of $d_{15}$, and reverses it if the phase lies between $90^\circ$ and $270^\circ$.

\subsection{The thin-film limit}

As $L\to0$, each field has one value throughout the film, and its derivative changes by an amount that tends to zero. The two boundary conditions for $e$ then combine to give $i(k_0+k_s)e=2ik_0$. Those for $u$ give $i(K_0+K_s)u=2iK_s$. Thus
\begin{equation}
e\to\frac2{1+n_s(\omega)},\qquad
u\to\frac{2n_s(2\omega)}{1+n_s(2\omega)} .
\end{equation}
The film indices have disappeared, so all three weights approach the same value. This is the limit in which intensities follow the squared source formulas with one common factor.

The first correction shows how birefringence enters. Let $\delta=e_o-e_e$. To leading order $\delta''=-k_0^2(n_o^2-n_e^2)e$. Integrate across the film and use the outgoing conditions at the two faces:
\begin{equation}
i(k_s+k_0)\delta=-k_0^2(n_o^2-n_e^2)Le .
\end{equation}
Solving for $\delta$ and squaring the pump field gives
\begin{equation}
\frac{F_{31}}{F_{33}}\simeq
1+2i\,\frac{k_0L(n_o^2-n_e^2)}{1+n_s(\omega)} .
\end{equation}
For real indices the leading correction is a phase. The magnitude of the ratio changes at second order in $L$.

\subsection{A film of 50 nm}

Take a pump wavelength of 1064 nm and an intensity of $1$ GW/cm$^2$ in air. The film indices are $n_o=2.32$ and $n_e=2.28$ at $\omega$, and $n_o=2.45$ and $n_e=2.39$ at $2\omega$. The substrate indices are 2.05 and 2.10. These are rough inputs. The pump amplitude is
\begin{equation}
E_0=\sqrt{\frac{2I}{\varepsilon_0c}}=0.868\ \text{MV/cm}.
\end{equation}
For $L=50$ nm, $k_0L=0.295$, and the thin-film estimate of the phase of $F_{31}/F_{33}$ is $2(0.295)(0.184)/3.05=0.036$ rad, or $2.0^\circ$. Gauss--Legendre quadrature of the full integrals gives
\begin{equation}
\frac{F_{31}}{F_{33}}=0.987\,e^{i1.7^\circ},\qquad
\frac{F_{15}}{F_{33}}=0.966\,e^{i2.3^\circ}.
\end{equation}
The intensity in the substrate is $\frac12n_s\varepsilon_0c|E|^2$, with $n_s$ taken at $2\omega$. It is $2.45$ W/cm$^2$ at $\phi=0$ and $12.5$ W/cm$^2$ at $90^\circ$, both polarized along the polar axis. At $45^\circ$ it is $6.5$ W/cm$^2$ along that axis and $13.5$ W/cm$^2$ across it.

An observer who used the simple source formulas would infer
\begin{equation}
\left|\frac{d_{31}}{d_{33}}\right|=\sqrt{\frac{12.455}{2.449}}=2.26,
\qquad
\left|\frac{d_{15}}{d_{33}}\right|=\sqrt{\frac{13.491}{2.449}}=2.35 .
\end{equation}
The input ratios are 2.29 and 2.43, so the inferred values are low by about 1\% and 3\%.

The absolute signal is a stricter matter. In the thin-film limit the common weight is
\begin{equation}
\frac FL=\left(\frac2{3.05}\right)^2\frac{4.20}{3.10}=0.58,
\end{equation}
which would give $5.2$ W/cm$^2$ at $\phi=0$, about twice the full result. The film is thin enough for nearly equal weights, but not for their common value to have reached its limit. The emission function explains most of the difference. From its condition at the air face,
\begin{equation}
u(x)=u(0)\left[\cos Kx-\frac in\sin Kx\right],
\end{equation}
so $|u|^2=|u(0)|^2(\cos^2Kx+n^{-2}\sin^2Kx)$ falls with depth until $Kx=\pi/2$. Here $KL=1.41$ for the extraordinary wave. Averaging $u$ over the film, with $u(0)$ fixed by the condition at $L$, gives a magnitude of 0.96 instead of the thin-film value 1.35. Squaring their ratio gives a reduction to about one half, close to the full factor 0.47. The closeness is partly a cancellation. The depth average of $e_e^2$ alone would lower the intensity by a further factor 0.78, but the average of the product $e_e^2u_e$ exceeds the product of the two averages by a factor of about 1.2 in intensity.

\subsection{A thicker film}

Keep every input except the thickness, and set $L=2000$ nm. The same quadrature gives
\begin{equation}
\frac{F_{31}}{F_{33}}=1.21\,e^{i25^\circ},\qquad
\frac{F_{15}}{F_{33}}=0.71\,e^{i54^\circ}.
\end{equation}
To compare patterns, divide the intensities by the common factor containing $|F_{33}|^2$. The parallel curve then departs from the source formula by as much as 46\% of the formula's peak, against 2.7\% at 50 nm. The perpendicular curve keeps its shape, but is 50\% too low in scale, against 6.6\% at 50 nm. A good fit to $\sin^22\phi$ is therefore no evidence that propagation has left the scale of the curve unchanged. At this thickness the numbers are sensitive to the rough indices. Raising $n_o(\omega)$, $n_e(2\omega)$ or $n_o(2\omega)$ by 0.01 moves the 46\% as far as 58\%, the 50\% between 43\% and 59\%, and the phases by up to $7^\circ$. At 50 nm the same shifts move the 2.7\% as far as 3.3\% and the 6.6\% between 5.8\% and 7.5\%.

\subsection{Tilt and focusing}

Let the beam inside the film tilt by $\theta$ toward the polar axis. Neglecting the small walk-off of the extraordinary wave, its field direction becomes $\mathbf e=\cos\theta\,\mathbf e_3-\sin\theta\,\mathbf n$. Insert this direction into (\ref{again}) and project the source back onto $\mathbf e$:
\begin{equation}
d_{33}\ \to\ d_{33}\cos^3\theta+(d_{31}+2d_{15})\cos\theta\sin^2\theta .
\end{equation}
This is the co-polarized formula of the first half, with $\theta$ in place of $\phi$, because the response has no preferred direction about axis 3. The projections that involve $d_{31}$ and $d_{15}$ each acquire a factor $\cos\theta$. For small $\theta$ the relative change in $d_{33}$ is
\begin{equation}
\theta^2\left(\frac{d_{31}+2d_{15}}{d_{33}}-\frac32\right)=5.6\,\theta^2 .
\end{equation}
A lens of numerical aperture 0.1 sends its marginal ray through the film at $2.5^\circ$, where the change is 1.1\%. At aperture 0.5 the angle is $12.7^\circ$ and the full formula gives 26\%. Walk-off and the slightly different refraction of the second harmonic, both neglected here, would lower the two changes to about 1.0\% and 24\%. These values belong to the marginal ray and not to the average over the beam. They also assume a single travelling wave. In the 50 nm film, reflections at the faces change the ratio of the field components. They lower the magnitude of the admixture of $d_{31}$ and $d_{15}$ by about a sixth beyond the walk-off correction, and give it a phase of about $25^\circ$. Together with walk-off, this makes the effect of the admixture on the emitted amplitude about a third smaller than the tilt formula gives, so the percentages are only a guide to size there. The small coefficient $d_{33}$ is vulnerable because tilt mixes in the larger ones.

\subsection{Beside a real film}

The parameters are meant to resemble barium titanate at room temperature, within its tetragonal range. A thickness of 50 nm is ordinary for a film, while a pump intensity of $1$ GW/cm$^2$ belongs to pulsed lasers. The second-harmonic photon energy is 2.33 eV, below a rough gap of 3.2 eV, which supports the neglect of band-to-band absorption. Absorption by defects is not included. The largest computed ratio of second-harmonic to pump intensity is $2\times10^{-8}$, so pump depletion is negligible. Strain and composition can change the coefficients and indices of an actual film, and surface response has not been estimated. Strain from the substrate can also make $\mathbf n$ and $\mathbf t$ inequivalent, which removes the fourfold symmetry. If $\mathbf n$ and $\mathbf t$ are crystal axes, the source formulas at normal incidence keep their form, with the coefficients that belong to $\mathbf t$, but the tilt formula then needs separate coefficients for $\mathbf n$. The assumption of a single domain can also fail. Suppose that one tenth of the area consists of $90^\circ$ in-plane domains of one polarity, much finer than the wavelength, so that the far field follows the area-averaged source. With the pump along $Z$, the $Z$ source falls from 7 to $0.9\times7=6.3$ pm/V, and its intensity falls by 19\%. A $Y$ source of $0.1\times16=1.6$ pm/V appears where a single domain would give none. In this estimate a modest domain fraction matters more than birefringence does at 50 nm.
